\section*{Exponential decay of k-mesh error in a smeared one-dimensional metal, part 2}

A metallic chain of cell length $a$ is sampled at $N$ points $k_j=(2\pi j+\theta)/L$, $L=Na$, with Fermi--Dirac occupation $f=1/(e^{\xi/T}+1)$, $\xi=\varepsilon-\mu$. The problem is the resulting error of the grand potential per length $\omega$. Units are Hartree atomic units with $k_B=1$, for one spin channel. The Hamiltonian $H(k)$ is held fixed and $\varepsilon(-k)=\varepsilon(k)$. Mesh values are $\omega_N$ and the electron density $n_N=-\partial\omega_N/\partial\mu$; $\delta$ means mesh value minus zone integral at the same $\mu$ and $T$.

Let $\omega_n=(2n+1)\pi T$ and $z_n=\mu+i\omega_n$. The wave number $k_n$ solves $\varepsilon(k_n)=z_n$ with $\mathrm{Im}\,k_n>0$; $k^*=k_0$ and $\kappa=\mathrm{Im}\,k^*$. The first derivation, a sum over supercell images in the complex $k$-plane, gives
\begin{equation}
\delta\omega=\frac{4T}{L}\sum_{m\ge1}\frac{\cos m\theta}{m}\sum_{n\ge0}\mathrm{Re}\,e^{ik_nmL}+O(e^{-KL}),
\label{series}
\end{equation}
where $K$ is the height of the strip in which the band is analytic. For several bands the sum runs over all roots of $\det[z_n-H(k)]=0$ in the strip.

The second, in the complex energy plane, uses the pair $\lambda,1/\lambda$ with $|\lambda|<1$ and $\lambda_n=e^{ik_na}$:
\begin{equation}
\delta\omega=-\frac{2T}{L}\sum_{n\ge0}\ln\big|1-2\cos\theta\,\lambda_n^N+\lambda_n^{2N}\big|.
\label{exact}
\end{equation}
It holds for the chain $\varepsilon=-2t\cos ka$ at $N\ge2$, and for $-\frac12\psi''+V\psi=z\psi$ with periodic $V$, where $\lambda+1/\lambda$ is the discriminant, the trace of the one-cell transfer matrix.

The leading density error is $\delta n\simeq4T\cos\theta\;\mathrm{Im}\big[e^{ik^*L}/\varepsilon'(k^*)\big]$. With $k(\varepsilon)$ the inverse band near the Fermi point $k_F$, its derivatives taken at $\mu$, and $v=v_F=\varepsilon'(k_F)$,
\begin{align*}
\mathrm{Re}\,k^*&=k_F-\tfrac12(\pi T)^2k''+O(T^4),\\
\kappa&=\frac{\pi T}{v}-\tfrac16(\pi T)^3k'''+O(T^5),
\end{align*}
where $k''=-\varepsilon''/v^3$ and $k'''=(3\varepsilon''^2-v\varepsilon''')/v^5$.

\section{What each derivation assumes}

The first route needs $H(k)$ analytic in a strip wider than $\kappa$, and it leaves a remainder of order $e^{-KL}$. For the cosine chain the remainder disappears at $N\ge2$, as (\ref{exact}) shows; at $N=1$ the mean of $\varepsilon/2$ has a mesh error of its own, which the pole sum does not contain. It admits any number of bands and Fermi points, at the price of finding all roots of the determinant. It reaches $\delta\omega$ through an integration over $\mu$.

The second route, as given here, needs one channel, meaning a single pair $\lambda,1/\lambda$ at each complex energy. In exchange it gives $\delta\omega$ in closed form for coarse meshes as well as fine ones, it sums over all bands of the continuum problem at once, and interband branch points never enter. Neither route linearizes the band before the expansion of $k^*$. Both hold $H$ fixed. The sum over supercell images and the level count hold for other occupation functions too, but the final formulas (\ref{series}) and (\ref{exact}) rest on the poles of the Fermi function at $\mu\pm i\omega_n$ and do not carry over to an occupation function without such poles.

\section{Limits and failures}

\paragraph{Linear band.} Put $k_n=k_F+i\omega_n/v$ in (\ref{series}) and let $x=\pi TL/v$. With $\sum_{n\ge0}e^{-(2n+1)mx}=1/(2\sinh mx)$,
\begin{equation}
\delta\omega=\frac{2T}{L}\sum_{m\ge1}\frac{\cos m\theta\,\cos mk_FL}{m\sinh mx}.
\label{sinh}
\end{equation}
This drops the phase $\frac12L(\pi T)^2k''$ and the exponent $\frac16L(\pi T)^3k'''$, both of which grow with $L$, so the linear form loses relative accuracy on long supercells at fixed $T$. For $x\ll1$, $\sinh mx\to mx$ and $\delta\omega\to\frac{2v}{\pi L^2}\sum_m\cos m\theta\cos mk_FL/m^2$. The decay is then a power law, bounded in this approximation by $\frac{2v}{\pi L^2}\frac{\pi^2}{6}=\frac{\pi v}{3L^2}$.

\paragraph{Quarter shift.} At $\theta=\pi/2$ all odd $m$ drop out and the rate is $2\kappa$. The points $k_j$ together with $-k_j$ form the half-shifted mesh of $2N$ points, and evenness makes the two halves contribute equally.

\paragraph{Band edge.} For $\mu=-2t$ the root obeys $2(1-\cos u)=u^2-u^4/12+\dots=\sigma$ with $u=k^*a$ and $\sigma=i\pi T/t$. Then $u^2\simeq\sigma+\sigma^2/12$ and $u\simeq\sqrt\sigma\,(1+\sigma/24)$. With $\sqrt i=(1+i)/\sqrt2$ and $m^*=1/2ta^2$, the imaginary part is $\kappa\simeq\sqrt{\pi m^*T}\,(1+\pi T/24t)$. The rate goes as $\sqrt T$, and the velocity formula, with $v=0$, is meaningless there.

\paragraph{Entropy.} From $s=-\partial_T\omega$ and $\partial k^*/\partial T=i\pi/\varepsilon'(k^*)$, the derivative of $e^{ik^*L}$ brings the factor $iL\cdot i\pi/\varepsilon'=-\pi L/\varepsilon'$, so
\begin{equation}
T\delta s\simeq-\delta\omega+4\pi T^2\cos\theta\,\mathrm{Re}\big[e^{ik^*L}/\varepsilon'(k^*)\big].
\label{ent}
\end{equation}
The exponent is unchanged, but the second term has an envelope larger than that of $\delta\omega$ by about $x$.

\paragraph{Fixed electron number.} The free energy per length is $\phi_N=\omega_N(\mu+\eta)+(\mu+\eta)n$ with $\eta$ fixed by $n_N(\mu+\eta)=n$. To second order $\omega_N(\mu+\eta)=\omega_N-n_N\eta-\frac12\chi_N\eta^2$ with $\chi_N=\partial_\mu n_N$, so $\delta\phi=\delta\omega-\delta n\,\eta-\frac12\chi_N\eta^2$. The condition gives $\eta=-\delta n/\chi_N$ and $\delta\phi=\delta\omega+\delta n^2/2\chi_N$, a correction of order $e^{-2\kappa L}$.

\section{Mesh density and the price of smearing}

The level spacing at the Fermi energy is $\Delta\varepsilon=v\,2\pi/L$, so $x=2\pi^2T/\Delta\varepsilon$, and each factor of ten in $e^{-x}$ costs $\ln10/2\pi^2=0.1167$ in $T/\Delta\varepsilon$. Setting the envelope per cell, $(4T/N)e^{-\kappa aN}$, equal to a tolerance $\tau$ and writing $y=\kappa aN$ gives $ye^y=4T\kappa a/\tau$, solved by the Lambert function, $N=W(4T\kappa a/\tau)/\kappa a$.

If the target is the ground state, the width itself is an error. The number of states per length below $\varepsilon$ is $k(\varepsilon)/\pi$. Two integrations by parts give $\omega=-\int h(\varepsilon)(-f')\,d\varepsilon$ with $h'=k/\pi$. The kernel $-f'$ is even about $\mu$, has unit area, and has second and fourth moments $\pi^2T^2/3$ and $7\pi^4T^4/15$. Expanding $h$ about $\mu$, with $h''=1/\pi v$ and $h''''=k'''/\pi$ divided by $2!$ and $4!$, yields the Sommerfeld series at fixed $\mu$:
\begin{equation}
\omega(T)-\omega(0)=-\frac{\pi T^2}{6v}-\frac{7\pi^3}{360}k'''T^4+\dots
\end{equation}
The combination $\omega+\frac12Ts=\omega-\frac12T\partial_T\omega$ multiplies a term $T^p$ by $1-p/2$, which removes $T^2$ and leaves the bias $+\frac{7\pi^3}{360}k'''T^4$.

In units of $v/\pi L^2$ the bias of $\omega$ is $-x^2/6$ and the envelope of the $m=1$ term of (\ref{sinh}) is $2x/\sinh x$. Both depend on $x$ alone, and they cannot be made small together, so in the linear-band regime, apart from chance cancellations on single meshes, $\omega(T)$ on a mesh approaches $\omega(0)$ at best as $1/L^2$, with $T$ reduced at least as fast as $1/L$. This is the same power as without smearing. For $\omega+\frac12Ts$ the tolerance allows $T\propto\tau^{1/4}$; the mesh error, about $(2\pi T^2/v)e^{-x}$ by (\ref{ent}), then requires $e^{-x}\propto\tau^{1/2}$, and $L=vx/\pi T\propto\tau^{-1/4}\ln(1/\tau)$ in place of $\tau^{-1/2}$.

\section{Worked example}

Take round parameters $t=0.05$ Ha, $a=5$ bohr, $\mu=-0.03$ Ha and $T=0.004$ Ha ($0.1088$ eV, $1263$ K); most of the values quoted are in the numerical output below. From $\cos k_Fa=0.3$, $k_F=0.253221$ bohr$^{-1}$ and $v=2ta\sin k_Fa=0.476970$ Ha bohr. With $\varepsilon''=0.7500$ and $\varepsilon'''=-11.9242$, $k'''=(1.6875+5.6875)/v^5=298.75$ in atomic units. Then
\begin{equation}
\kappa\simeq0.0263463-0.0000988=0.0262475\ \text{bohr}^{-1},
\end{equation}
against the root $\mathrm{Im}\,k^*=0.0262487$. The leading law is $0.4\%$ above the root, and halving $T$ reduces the remainder after the cubic term by $31.57$, near the $2^5$ of a fifth-order term. The decay length is $38.10$ bohr ($20.16$ \AA), and the exponential falls tenfold every $17.54$ points.

The rate can be read from mesh sums with no reference to the pole. For large $N$, $u_N=N\delta\omega\propto\mathrm{Re}\,\lambda^N$ obeys $u_{N+1}=pu_N-|\lambda|^2u_{N-1}$, and eliminating $p$ between two such equations gives $|\lambda|^2=(u_2^2-u_1u_3)/(u_1^2-u_0u_2)$ for four consecutive values. High-precision sums give $0.0262487$, and $0.0524974$ at $\theta=\pi/2$, which is twice as much. At the band bottom they give $0.07162$, where $\sqrt{\pi m^*T}=0.07090$ and the factor $1+\pi T/24t=1.0105$ raises the estimate to $0.07164$.

For $N=40$, $\theta=0$, $L=200$ bohr and $\kappa L=5.2497$. The envelope is $(0.016/40)\times5.2489\times10^{-3}=2.0996\times10^{-6}$ Ha per cell, and the factor $\cos(L\,\mathrm{Re}\,k^*)=0.8841$ gives $1.8563\times10^{-6}$. The direct sum gives $1.8594\times10^{-6}$ Ha ($0.0506$ meV). The gap of $3.1\times10^{-9}$ is the $m=2$ term, $\frac12\times2.0996\times10^{-6}\times5.2489\times10^{-3}\times(2\times0.8841^2-1)=3.1\times10^{-9}$. The linear-band value $1.9170\times10^{-6}$ is $3\%$ above the direct one. It omits the phase $5.376\times10^{-4}\times200=0.108$ rad, which puts its cosine at $0.929$, $5\%$ too high, and it uses the exponent $5.2693$, which lowers it by $2\%$. The entropy term $T\delta s=8.06\times10^{-6}$ Ha (pole value $8.02\times10^{-6}$) is more than four times $\delta\omega$. At fixed electron number, $\delta n=3.7926\times10^{-4}$ per cell and $\chi_N=3.6846$ Ha$^{-1}$ add $(3.7926\times10^{-4})^2/7.3692=1.95\times10^{-8}$ Ha, giving $1.8789\times10^{-6}$, as found directly. Without smearing the same mesh errs by $4.11\times10^{-5}$ Ha, inside the linear-band bound $6.24\times10^{-5}$.

For $\tau=10^{-6}$ Ha per cell, $4T\kappa a/\tau=0.016\times0.13124\times10^6=2100$, $W=5.88$, and $N=5.88/0.13124=44.8$, so $45$ points. This criterion replaces the oscillating leading term by its envelope at $|\cos\theta|=1$, so a single mesh on which the cosine happens to be small may meet $\tau$ much earlier. At $\theta=0$ the mesh $N=26$ does, with an error of $-3.9\times10^{-7}$ Ha per cell, while the finer mesh $N=42$ does not, so such a success is no sign of convergence. At the quarter shift the leading term is absent, and the envelope of the $m=2$ term, $(2T/N)e^{-2\kappa aN}$, reaches $\tau$ at exactly half the count, $N=22.4$. For the widths $0.002$, $0.004$ and $0.008$ Ha the criterion at $|\cos\theta|=1$ gives $72$, $45$ and $28$ points. Doubling $T$ does not halve $N$, because the argument of $W$ grows as $T^2$. The biases of $\omega$ are $-2.2\times10^{-5}$, $-8.8\times10^{-5}$ and $-3.6\times10^{-4}$ Ha, each far larger in size than $\tau$: the mesh has converged to the warm system. Those of $\omega+\frac12Ts$ are $1.5\times10^{-8}$, $2.4\times10^{-7}$ and $4.9\times10^{-6}$ Ha, with ratios $17$ and $20$ where a pure $T^4$ law gives $16$, so the widest choice misses the tolerance for a ground-state target. These point counts refer to $\omega$. The extrapolated quantity has the larger mesh error $1.86\times10^{-6}+\frac12\times8.06\times10^{-6}=5.9\times10^{-6}$ Ha at $N=40$ and needs more points. The unsmeared bound reaches $\tau$ at $N=40\sqrt{62.4}\approx316$.

Two further models test the general steps. The ladder with diagonal elements $-2t\cos ka$ and $-2t_2\cos ka$, $t_2=0.025$ Ha, and coupling $w=0.002$ Ha has bands containing $\sqrt{(t-t_2)^2\cos^2ka+w^2}$. This vanishes at $ka=\pi/2+i\,\mathrm{arsinh}[w/(t-t_2)]$, a branch point at $\mathrm{Im}\,k=0.015983$ bohr$^{-1}$. The measured rate is $0.026423$, equal to the smaller determinant root and $0.5\%$ below $\pi T/v=0.02655$ of the faster band; neither the branch point nor the slower band's $0.06272$ sets it. For the potential $2V_1\cos(2\pi x/a)$ with $V_1=0.05$ Ha and $\mu=0.08$ Ha, plane-wave diagonalization at $N=20$ and formula (\ref{exact}) with an integrated discriminant both give $1.242426\times10^{-5}$ Ha per cell, and $\kappa=0.032502$ lies $0.4\%$ below $\pi T/v=0.032619$ bohr$^{-1}$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
chain: t = 0.05 Ha, a = 5.0 bohr, mu = -0.03 Ha
T = 0.004 Ha = 0.1088 eV = 1263 K
kF = 0.253221 1/bohr, vF = 0.476970 Ha bohr
e'' = 0.7500 Ha bohr^2, e''' = -11.9242 Ha bohr^3
k'' = -6.9118 1/(bohr Ha^2), k''' = 298.75 1/(bohr Ha^3)
electrons per cell = 0.402717
Re k* = 0.253758 1/bohr, Re k* - kF = 5.376e-04 1/bohr
-(pi T)^2 k''/2 = 5.457e-04 1/bohr
pi T/vF = 0.0263463 1/bohr
cubic term (pi T)^3 k'''/6 = 9.881e-05 1/bohr
kappa to third order = 0.0262475 1/bohr
kappa = Im k* = 0.0262487, measured = 0.0262487 1/bohr
remainder ratio T to T/2 = 31.57
decay length 1/kappa = 38.10 bohr = 20.16 angstrom
k-points per decade ln10/(kappa a) = 17.54
T/(level spacing) per decade = 0.1167
theta = pi/2: measured rate = 0.0524974 1/bohr
band edge: m* = 0.40, sqrt(pi m* T) = 0.07090 1/bohr
band edge: measured rate = 0.07162 1/bohr
ladder: t2 = 0.025 Ha, w = 0.002 Ha, v = 0.4733, 0.2004 Ha bohr
ladder: pi T/v = 0.02655, 0.06272 1/bohr
ladder: roots Im k = 0.026423, 0.060335 1/bohr
ladder: measured = 0.026423, branch point = 0.015983 1/bohr
potential: V1 = 0.05 Ha, mu = 0.08 Ha, vF = 0.38524 Ha bohr
potential: kappa = 0.032502, pi T/vF = 0.032619 1/bohr
potential N = 20: direct = 1.242426e-05 Ha/cell
potential N = 20: formula = 1.242426e-05 Ha/cell
chain N = 40, theta = 0: L = 200 bohr, spacing vF dk = 0.01498 Ha
  pi T L/vF = 5.2693, kappa L = 5.2497
  exp(-kappa L) = 5.2489e-03, cos(L Re k*) = 0.8841
  envelope 4T/N exp(-kappa L) = 2.0996e-06 Ha/cell
  d_omega direct = 1.8594e-06 Ha/cell = 0.0506 meV/cell
  d_omega pole = 1.8563e-06, linear band = 1.9170e-06 Ha/cell
  d_n direct = 3.7926e-04, pole = 3.7553e-04 electrons/cell
  T d_s direct = 8.0566e-06, pole = 8.0249e-06 Ha/cell
  chi_N = 3.6846 1/(Ha cell), mu shift = -1.0283e-04 Ha
  d_f = 1.8789e-06, d_n^2/(2 chi_N) = 1.9519e-08 Ha/cell
  T = 0 error = 4.1089e-05, bound = 6.2435e-05 Ha/cell
bias of omega = -8.8058e-05, -pi T^2 a/(6 vF) = -8.7821e-05 Ha/cell
bias of omega + Ts/2 = 2.448e-07, T^4 term = 2.305e-07 Ha/cell
tolerance = 1e-06 Ha/cell
T = 0.002 Ha: kappa = 0.01316, pi T/vF = 0.01317 1/bohr, N = 72
  bias omega = -2.197e-05, bias omega + Ts/2 = 1.461e-08 Ha/cell
T = 0.004 Ha: kappa = 0.02625, pi T/vF = 0.02635 1/bohr, N = 45
  bias omega = -8.806e-05, bias omega + Ts/2 = 2.448e-07 Ha/cell
T = 0.008 Ha: kappa = 0.05194, pi T/vF = 0.05269 1/bohr, N = 28
  bias omega = -3.555e-04, bias omega + Ts/2 = 4.905e-06 Ha/cell
\end{verbatim}
